\section*{Oscillator-strength sum rule for position-dependent mass, verified on a finite well, part 2}

We test the oscillator-strength sum rule on a finite quantum well whose effective mass $m^*(z)$ differs between well and barrier. The Hamiltonian is $H=-\frac{\hbar^2}{2}\frac{d}{dz}\mu\frac{d}{dz}+V(z)$, with $\mu=1/m^*$. A prime denotes $d/dz$; $\psi$ and the flux $\mu\psi'$ are continuous. States are real. The initial state $\psi_i$ is bound and normalised, with energy $E_i$; the final states $\phi_f$ have energies $E_f$. With $m_0$ the free-electron mass,
$$f_{fi}=\frac{2m_0}{\hbar^2}(E_f-E_i)|z_{fi}|^2,\qquad z_{fi}=\int\phi_f\,z\,\psi_i\,dz .$$
Downward transitions count negatively. The sum rule, proved also for abrupt mass jumps, states that the sum over all bound and continuum states is $S_i=\sum_f f_{fi}=\langle i|m_0/m^*|i\rangle$.

At an interface $z_j$, $\mu$ jumps by $\Delta\mu_j$ (right value minus left value). There $z\psi_i$ violates flux continuity, and $(H-E_i)z\psi_i$ contains the delta functions
\begin{equation}
-\frac{\hbar^2}{2}\sum_j\Delta\mu_j\,\psi_i(z_j)\,\delta(z-z_j).
\label{eq:delta}
\end{equation}
If they are ignored and $\mu$ is constant in each layer, evaluating $\langle z\psi_i|(H-E_i)z\psi_i\rangle$ inside the layers only gives
\begin{equation}
\frac{\hbar^2}{2}\Big[\int\mu\psi_i^2\,dz+\sum_j z_j\,\Delta\mu_j\,\psi_i(z_j)^2\Big].
\label{eq:wrong}
\end{equation}
The second term is the error. The factor $2m_0/\hbar^2$ converts this expression to the units of the sum.

The velocity form of the dipole is
\begin{equation}
(E_f-E_i)z_{fi}=\frac{\hbar^2}{2}\int\mu\,(\phi_f'\psi_i-\phi_f\psi_i')\,dz .
\label{eq:vel}
\end{equation}

The well occupies $|z|<a$, with $V=0$ and mass $m_w$; outside, $V=V_0$ and the mass is $m_b$. The parameters are $2a=8$ nm, $V_0=0.25$ eV, $m_w=0.05\,m_0$, $m_b=0.10\,m_0$ and $\hbar^2/m_0=0.0762$ eV\,nm$^2$.

\subsection{Bound states and the predicted sum}

Let $q=\sqrt{2m_wE}/\hbar$ and $\kappa=\sqrt{2m_b(V_0-E)}/\hbar$. For $z>0$ a bound state is $A\cos qz$ (even) or $A\sin qz$ (odd) inside, and $B\,e^{-\kappa(z-a)}$ outside, with $B=\psi(a)$. Dividing the flux condition by the continuity condition at $a$ gives
\begin{equation}
\frac{q}{m_w}\tan qa=\frac{\kappa}{m_b}\ \text{(even)},\qquad
-\frac{q}{m_w}\cot qa=\frac{\kappa}{m_b}\ \text{(odd)}.
\end{equation}
There are two solutions:
\begin{center}
\begin{tabular}{ccccc}
state & $E$ (eV) & $q$ (nm$^{-1}$) & $\kappa$ (nm$^{-1}$) & $\psi(a)^2$ (nm$^{-1}$)\\
1, even & 0.04580 & 0.24516 & 0.73209 & 0.04908\\
2, odd & 0.18464 & 0.49225 & 0.41418 & 0.12536
\end{tabular}
\end{center}
The normalisation integral inside is $A^2[a\pm\sin(2qa)/2q]$, with the upper sign for even states. The two outer regions together hold
\begin{equation}
P_b=2B^2\int_0^\infty e^{-2\kappa x}dx=\frac{\psi(a)^2}{\kappa}.
\end{equation}
The right-hand side of the sum rule therefore needs just the edge value and the decay constant:
\begin{equation}
S_i=\frac{m_0}{m_w}-\Big(\frac{m_0}{m_w}-\frac{m_0}{m_b}\Big)\frac{\psi_i(a)^2}{\kappa_i}.
\label{eq:S}
\end{equation}
For state 1, $P_b=0.04908/0.73209=0.0670$ and $S_1=20-10\times0.0670=19.33$. For state 2, $P_b=0.12536/0.41418=0.3027$ and $S_2=16.97$. Taking $m_0/m_w=20$ instead would be too large by $3.5\%$ and $17.8\%$ of the respective correct sums. Averaging the mass is no remedy: for state 2, $\langle m^*\rangle=0.0651\,m_0$, whose inverse gives $15.35$.

The layer-only value of $\langle z\psi_i|(H-E_i)z\psi_i\rangle$ has the error term $\sum_jz_j\Delta\mu_j\psi^2(z_j)$ of (\ref{eq:wrong}). The two interfaces contribute equally, giving $2a(m_0/m_b-m_0/m_w)\psi(a)^2$ in units of the sum. This is $-3.93$ for state 1 and $-10.03$ for state 2, hence the false totals $15.40$ and $6.94$.

For a very deep well $\psi(a)\to0$ and $S_i\to m_0/m_w$. For a state approaching the barrier edge, $\kappa\to0$, nearly all the probability lies outside and $S_i\to m_0/m_b$; the proof applies as long as $\kappa>0$.

\subsection{Continuum states}

Above the barrier let $k=\sqrt{2m_b(E-V_0)}/\hbar$, while $q=\sqrt{2m_wE}/\hbar$ still holds inside. There is one even and one odd state for each $k>0$. Inside, $\phi=C\cos qz$ or $C\sin qz$. For $z>a$,
\begin{equation}
\phi=s\cos k(z-a)+\frac{d}{k}\sin k(z-a),
\label{eq:outer}
\end{equation}
with $s=\phi(a)$ and $d=\phi'(a^+)=(m_b/m_w)\phi'(a^-)$.

The states are normalised to $\delta(k-k')$. If the outer amplitude is $N$, the product of two outer waves contains $\tfrac12N^2\cos[(k-k')x]$ near $k=k'$. Since $\int_0^\infty\cos[(k-k')x]dx=\pi\delta(k-k')$, the two sides together give $\pi N^2\delta(k-k')$. The non-singular remainders cancel with the inner integral, because states of different energy are orthogonal. Hence
\begin{equation}
s^2+\frac{d^2}{k^2}=\frac1\pi .
\label{eq:norm}
\end{equation}
The operator $z$ connects opposite parities, so for each initial state
\begin{equation}
S_i=\sum_{f\,\text{bound}}f_{fi}+\int_0^\infty\frac{2m_0}{\hbar^2}(E_k-E_i)\,|z_{ki}|^2\,dk .
\label{eq:split}
\end{equation}

\subsection{Dipole integrals}

Let $q_e$ and $q_o$ be the inner wavenumbers of the even and the odd state. From
\begin{equation}
\cos q_ez\,\sin q_oz=\tfrac12\big[\sin(q_o+q_e)z+\sin(q_o-q_e)z\big]
\end{equation}
and the factor 2 for the two halves of the well, the inner part of the dipole is the product of the two inner amplitudes with $J(q_o+q_e)+J(q_o-q_e)$. Integration by parts gives
\begin{equation}
J(p)=\int_0^az\sin pz\,dz=\frac{\sin pa-pa\cos pa}{p^2}.
\end{equation}
Outside, put $z=a+x$ and use
\begin{equation}
\int_0^\infty(a+x)e^{-cx}dx=\frac ac+\frac1{c^2}\equiv G(c).
\end{equation}
Two bound states contribute $2B_1B_2\,G(\kappa_1+\kappa_2)$. For a continuum state, (\ref{eq:outer}) is the real part of $(s-id/k)e^{ikx}$, so the outer part is $2B_i\,\mathrm{Re}[(s-id/k)\,G(\kappa_i-ik)]$.

For the transition between the two bound states the inner part is $1.598$ nm and the outer part $0.667$ nm, together $|z_{12}|=2.265$ nm. With $E_2-E_1=0.13884$ eV,
\begin{equation}
f_{21}=\frac{2\times0.13884\times(2.2649)^2}{0.0762}=18.69 .
\end{equation}
The closed forms were tested against direct quadrature for this pair and for one continuum state. The velocity form was tested for the pair: both sides of (\ref{eq:vel}) have magnitude $0.31446$ eV\,nm.

\subsection{The sums}

Integrating (\ref{eq:split}) up to $k=K=1000$ nm$^{-1}$ gives
\begin{center}
\begin{tabular}{ccccc}
state & bound & continuum & total & $\langle m_0/m^*\rangle$\\
1 & $18.6936$ & $0.6357$ & $19.3293$ & $19.3295$\\
2 & $-18.6936$ & $35.6662$ & $16.9726$ & $16.9733$
\end{tabular}
\end{center}
The ground state places $96.7\%$ of its sum in one line. For state 2 that line is emission and counts negatively, so the continuum strength must exceed the total. If the continuum is left out, the check on state 2 fails even in sign.

The remaining deficits, $2.6\times10^{-4}$ and $6.6\times10^{-4}$, come from the finite cutoff. Adding the tail derived next brings both totals into agreement with the average inverse mass to the six decimals printed.

A companion check uses completeness alone, $\sum_f|z_{fi}|^2=\langle z^2\rangle$. Both sides are $5.1715$ nm$^2$ for state 1 and $14.1405$ nm$^2$ for state 2. This sum has no energy factor and converges faster, so it separates faults in the set of states or its normalisation from a slow high-energy tail.

\subsection{The high-energy tail}

Integrate the first term of (\ref{eq:vel}) by parts in each layer. With $\mu$ constant inside the layers,
\begin{equation}
(E_f-E_i)z_{fi}=-\frac{\hbar^2}{2}\Big[\sum_j\Delta\mu_j\,\phi_f(z_j)\psi_i(z_j)+2\int\phi_f\,\mu\psi_i'\,dz\Big].
\label{eq:parts}
\end{equation}
The remaining integral is small at high energy. In a layer with wavenumber $p$ ($q$ or $k$), write $\phi_f=-\phi_f''/p^2$ and integrate by parts twice. The first boundary term is $\mu\psi_i'\,\phi_f'/p^2$. Since $\mu p^2=2(E_f-V)/\hbar^2$, it equals $\hbar^2(\mu\psi_i')(\mu\phi_f')/2(E_f-V)$. Both fluxes are continuous, so the two sides of an interface differ only through $V$, which leaves a term of order $k^{-3}$. The other terms are of order $k^{-2}$. The interface sum in (\ref{eq:parts}) does not decay and dominates.

Let $\Delta\mu=1/m_b-1/m_w$ be the jump at $+a$. The jump at $-a$ is $-\Delta\mu$, and $\phi_f\psi_i$ is odd, so the two contributions are equal:
\begin{equation}
(E_f-E_i)z_{fi}\simeq-\hbar^2\Delta\mu\,\phi_f(a)\psi_i(a).
\label{eq:asym}
\end{equation}
Squaring, dividing by $E_f-E_i\simeq\hbar^2k^2/2m_b$ and multiplying by $2m_0/\hbar^2$,
\begin{equation}
\frac{df}{dk}\simeq\frac{4m_0m_b(\Delta\mu)^2\psi_i(a)^2\phi_f(a)^2}{k^2}.
\label{eq:dfdk}
\end{equation}

The factor $\phi_f(a)^2$ oscillates with $\theta=qa$. At high energy $q/k\to\sqrt{m_w/m_b}$. For an odd final state $s=C\sin\theta$ and $d/k\to rC\cos\theta$, with $r=\sqrt{m_b/m_w}$. Equation (\ref{eq:norm}) then gives
\begin{equation}
\phi_f(a)^2=\frac1\pi\,\frac{\sin^2\theta}{\sin^2\theta+r^2\cos^2\theta}.
\end{equation}
Let $I_s$ and $I_c$ be the phase averages of $\sin^2\theta$ and $\cos^2\theta$ divided by this denominator. By construction $I_s+r^2I_c=1$. With $t=\tan\theta$,
\begin{equation}
I_s+I_c=\frac2\pi\int_0^\infty\frac{dt}{t^2+r^2}=\frac1r .
\end{equation}
Solving the two equations gives $I_s=1/(1+r)$; the value at $r=1$ follows by continuity. For even final states sine and cosine are exchanged, with the same average. Integrating (\ref{eq:dfdk}) from $K$ to infinity, the missing strength is
\begin{equation}
R_i(K)\simeq\frac{D_i}{K},\qquad
D_i=\frac{4m_0m_b(\Delta\mu)^2\psi_i(a)^2}{\pi(1+r)} .
\label{eq:tail}
\end{equation}
For state 1, $D_1=4\times0.1\times10^2\times0.04908/(\pi\times2.4142)=0.2589$ nm$^{-1}$; for state 2, $D_2=0.6611$ nm$^{-1}$. The computed deficit of state 1 follows this law:
\begin{center}
\begin{tabular}{cccc}
$K$ (nm$^{-1}$) & $E_f-V_0$ (eV) & missing & $D_1/K$\\
1 & 0.381 & 0.449 & 0.259\\
10 & 38.1 & 0.02617 & 0.02589\\
100 & 3810 & 0.002590 & 0.002589
\end{tabular}
\end{center}
At $K=1$ nm$^{-1}$ the asymptotic form is not yet valid. That cutoff misses $2.3\%$ of the sum. In terms of energy the deficit falls only as $(E_f-V_0)^{-1/2}$. The large cutoffs test the mathematics of the model: at $K=10$ nm$^{-1}$ the wavelength is $0.63$ nm, comparable with atomic distances, and the effective-mass description no longer applies. For a real semiconductor with so small a mass, the parabolic form fails much earlier, already at the bound states. Take a two-band Kane model with the same band-edge masses and offset, gaps $E_Pm^*/m_0$, and a Kane energy $E_P$ between $20$ and $25$ eV. It gives $f_{21}=15.6$ to $16.1$, and the sums over conduction states are $15.8$ to $16.3$ for state 1 and $9.6$ to $10.4$ for state 2. The values $19.33$ and $16.97$ are thus targets for a parabolic one-band calculation, not predictions for the absorption of a real well. To compare with the sum rule within the model, one can stop at a $K$ where the tail formula already holds and add $D_i/K$. For state 1 at $K=10$ nm$^{-1}$ this leaves an error of about $3\times10^{-4}$ in the sum.

\subsection{Second moment and equal masses}

By (\ref{eq:asym}) the integrand of $\sum_f(E_f-E_i)^2|z_{fi}|^2$ does not decay. The moment grows linearly with $K$, with slope
\begin{equation}
\frac{\hbar^4(\Delta\mu)^2\psi_i(a)^2}{\pi(1+r)} .
\end{equation}
For state 1 this is $3.758\times10^{-3}$ eV$^2$\,nm$^3$; the growth between $K=500$ and $1000$ nm$^{-1}$ gives $3.757\times10^{-3}$. The moment is the squared norm of $(H-E_i)z\psi_i$, so its divergence is the spectral sign of the delta functions (\ref{eq:delta}). A spectral width built from it has no limit in this model.

For equal masses $m$, $\Delta\mu=0$ and (\ref{eq:parts}) becomes $(E_f-E_i)z_{fi}=-(\hbar^2/m)\int\phi_f\psi_i'dz$. Differentiating the Schr\"odinger equation gives $(H-E_i)\psi_i'=-V'\psi_i$, where $V'=V_0[\delta(z-a)-\delta(z+a)]$. Projecting on $\phi_f$ and using the odd parity of $\phi_f\psi_i$,
\begin{equation}
(E_f-E_i)^2z_{fi}=\frac{2\hbar^2V_0}{m}\,\phi_f(a)\psi_i(a).
\end{equation}
Now $df/dk$ is proportional to $\phi_f(a)^2/(E_f-E_i)^3$, of order $k^{-6}$, and the deficit falls as $K^{-5}$. For the ground state with both masses $0.05\,m_0$ the sum is $20.000000$, and the deficit at $K=10$ nm$^{-1}$ is $3.8\times10^{-7}$. Doubling $K$ reduces it by a factor $29.7$, against $2^5=32$. Most of the difference comes from the oscillation of the odd final states at the interface, $\phi_f(a)^2\propto1-\cos2qa$, which multiplies the deficit by $1+5\sin(2qa)/(2aK)$ to first order in $1/K$. This changes the expected factor to $29.9$.

\subsection{A structure without symmetry}

The rule was also tested for a smooth, asymmetric structure. With $z$ in nm,
\begin{align}
m^*/m_0&=0.075+0.025\tanh[(z-1)/1.5],\\
V/\mathrm{eV}&=1.2\,\big[1-e^{-(z/4)^4}\big]+0.004\,z ,
\end{align}
between hard walls $24$ nm apart, in a basis of 140 sine functions. The three lowest states have sums $15.842$, $14.958$ and $14.890$, equal to their average inverse masses to the printed digits.

In a finite basis the sum over computed eigenvectors involves the projection of $z\psi_i$ on the basis. The basis must therefore also represent $z\psi_i$, whose slope at an abrupt interface obeys a different condition. Agreement of the two sides does not, however, show that the states are accurate. For state 2 of the abrupt well, with 400 sine functions between walls $40$ nm apart, the two sides agree to $4\times10^{-4}$ while the computed average inverse mass lies $6\times10^{-3}$ below the exact value. On a three-point finite-difference grid with $H_{j,j+1}=-\hbar^2\mu_{j+1/2}/2h^2$, the discrete double commutator makes the sum equal to $m_0\sum_j\mu_{j+1/2}\psi_j\psi_{j+1}$ (with $\sum_j\psi_j^2=1$) identically, for any step $h$; at $h=1$ nm this is $15.47$ instead of $16.97$. Further digits of the main results are in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/m0 = 0.076200 eV nm^2
well width = 8.0 nm, barrier = 0.25 eV
well mass = 0.05 m0, barrier mass = 0.10 m0
m0/mw = 20.0000, m0/mb = 10.0000 (dimensionless)
state 1: E = 0.045800 eV, q = 0.245164 1/nm, kappa = 0.732093 1/nm
state 1: P_well = 0.932953, psi(a)^2 = 0.049084 1/nm
state 2: E = 0.184642 eV, q = 0.492254 1/nm, kappa = 0.414178 1/nm
state 2: P_well = 0.697327, psi(a)^2 = 0.125361 1/nm
E2-E1 = 0.138842 eV, |z12| = 2.264891 nm
(E2-E1)|z12|: length 0.314463, velocity 0.314463 eV nm
r = sqrt(mb/mw) = 1.414214
state 1: bound f = 18.693618, continuum f to K=1000/nm = 0.635657
state 1: f-sum to K=1000/nm = 19.329275, with tail = 19.329534
state 1: <m0/m*> = 19.329534
state 1: <z^2> = 5.171508, sum |z_fi|^2 = 5.171508 nm^2
state 1: tail coefficient = 0.258868 1/nm
state 1: second moment slope = 3.757410e-03, formula 3.757713e-03 eV^2 nm^3
state 1: its finite continuum part = 0.0100 eV^2 nm^2, ratio K=1000 to K=500: 1.9947
state 2: bound f = -18.693618, continuum f to K=1000/nm = 35.666226
state 2: f-sum to K=1000/nm = 16.972607, with tail = 16.973268
state 2: <m0/m*> = 16.973268
state 2: <z^2> = 14.140470, sum |z_fi|^2 = 14.140470 nm^2
state 2: tail coefficient = 0.661143 1/nm
state 2: second moment slope = 9.596929e-03, formula 9.597126e-03 eV^2 nm^3
state 2: its finite continuum part = 0.2653 eV^2 nm^2, ratio K=1000 to K=500: 1.9476
state 1: K (1/nm), E_f-V0 (eV), missing f, tail formula
      1         0.3810 4.4943e-01 2.5887e-01
     10        38.0998 2.6168e-02 2.5887e-02
    100      3809.9821 2.5899e-03 2.5887e-03
   1000    380998.2111 2.5892e-04 2.5887e-04
equal masses: f-sum = 20.000000
equal masses: missing f at K=10/nm = 3.7976e-07, at K=20/nm = 1.2788e-08
equal masses: ratio of the two = 29.697
smooth asymmetric model, barrier 1.2 eV, 24 nm box, 140 sine functions:
  state 1: E = 0.116655 eV, f-sum = 15.842297, <m0/m*> = 15.842297
  state 2: E = 0.412414 eV, f-sum = 14.958418, <m0/m*> = 14.958418
  state 3: E = 0.756851 eV, f-sum = 14.890498, <m0/m*> = 14.890498
\end{verbatim}
